# Two Flavours, Not Four, in Spin-Orbit-Coupled Moire Valence Bands

**Q.** I am estimating the hole density that fills the top moire valence band of an aligned WSe2/WS2 bilayer. The holes live in WSe2, which has two valleys, K and K', and a hole has two spin states. That makes four states per moire cell. With a cell area $A_M$, I get $4/A_M$. Is there anything wrong with that?

**A.** The multiplication assumes that spin and valley can be chosen independently at the same energy. Test that before introducing the moire pattern. Suppose that the out-of-plane spin, $s=\pm1$, is conserved, and write the valence energy of the single layer as

$$E_s(\mathbf p)=A(\mathbf p)+sB(\mathbf p).$$

Time reversal reverses both momentum and spin, so without a magnetic field $E_s(\mathbf p)=E_{-s}(-\mathbf p)$. Hence

$$A(\mathbf p)+sB(\mathbf p)=A(-\mathbf p)-sB(-\mathbf p)$$

for both values of $s$. Adding and subtracting the two equations gives $A(\mathbf p)=A(-\mathbf p)$ and $B(\mathbf p)=-B(-\mathbf p)$. Time reversal thus allows a spin splitting $2B$ at K, provided that the splitting at K'=-K is opposite. It relates K-up to K'-down. It does not relate K-up to K-down.

**Q.** Allowed is not the same as large. Can you show the splitting in a model where I can see both valleys?

**A.** Take one orbital per site of a triangular lattice with constant $a$, and nearest-neighbour hopping. Choose three bonds $\mathbf d_j$ of length $a$, at angles 0, 120 and 240 degrees, so that $\sum_j\mathbf d_j=0$. The simplest even and odd functions give

$$E_s(\mathbf p)=-2t\sum_j\cos(\mathbf p\cdot\mathbf d_j)+2sL\sum_j\sin(\mathbf p\cdot\mathbf d_j),$$

with $t,L>0$. I call K the corner where every $\mathbf p\cdot\mathbf d_j$ equals $2\pi/3$ modulo $2\pi$. There each cosine is $-1/2$ and each sine is $\sqrt3/2$, so

$$E_s(K)=3t+3\sqrt3\,sL,\qquad D\equiv E_\uparrow(K)-E_\downarrow(K)=6\sqrt3\,L.$$

At K' the sines change sign: spin down is on top, again by $D$. The size of $D$ is a material property that the model takes as input. For tungsten compounds it is several tenths of an eV, and I use 450 meV, which means $L=43.3$ meV.

So the highest level has two members, K-up and K'-down. The other two, K-down and K'-up, lie 450 meV lower. This is spin-valley locking: in the upper pair, naming the valley already names the spin.

**Q.** A moire potential rearranges the bands. Could it bring the four states back together?

**A.** We need the motion near each valley. Put $\mathbf p=K+\mathbf q$ and $x_j=\mathbf q\cdot\mathbf d_j$. Taylor expansion about $2\pi/3$ gives

$$\cos\!\left(\tfrac{2\pi}{3}+x\right)=-\tfrac12-\tfrac{\sqrt3}{2}x+\tfrac14x^2+\tfrac{\sqrt3}{12}x^3+\dots$$

$$\sin\!\left(\tfrac{2\pi}{3}+x\right)=\tfrac{\sqrt3}{2}-\tfrac12x-\tfrac{\sqrt3}{4}x^2+\tfrac1{12}x^3+\dots$$

The bond sums are $\sum x_j=0$ and $\sum x_j^2=\tfrac32a^2q^2$. If $\phi$ is the angle of $\mathbf q$, then $\sum x_j^3=\tfrac34a^3q^3\cos3\phi$. Inserting them and using $3\sqrt3L=D/2$,

$$E_s=\left(3t+\frac{sD}{2}\right)\left(1-\frac{a^2q^2}{4}\right)-\frac{\sqrt3\,t-sL}{8}\,a^3q^3\cos3\phi+\dots$$

The quadratic term is that of a band maximum with

$$\frac{\hbar^2}{2m}=\frac{a^2}{4}\left(3t+\frac D2\right)$$

for the upper state. The cubic term is trigonal warping, which will matter later.

With $a=0.328$ nm and $m=0.40$ electron masses, $\hbar^2/2m=0.09525$ eV nm$^2$ and $3t+D/2=3.541$ eV. The lower state has the factor $3t-D/2=3.091$ eV, hence the mass $0.40\times3.541/3.091=0.458$.

Now add a smooth, spin-independent moire potential,

$$V(\mathbf r)=2V_0\sum_{j=1}^3\cos(\mathbf b_j\cdot\mathbf r+\psi),\qquad \sum_j\mathbf b_j=0,\qquad b=\frac{4\pi}{\sqrt3\,a_M}.$$

Here $a_M$ is the moire period. Each cosine transfers momentum $\pm\mathbf b_j$, and none flips the spin. I take $a_M=24a=7.87$ nm. The shortest distance between a K and a K' corner is $4\pi/(3a)$, so

$$\frac{4\pi/(3a)}{b}=\frac{24}{\sqrt3}=13.9.$$

Length alone therefore demands at least fourteen successive transfers. The line from K to K' does not run along any $\mathbf b_j$, however. The shortest route combines eight steps along one moire wavevector with eight steps against another, so sixteen transfers are needed to change valley. To a very good approximation each flavour therefore has its own problem, with energy measured from its own maximum:

$$H=-\frac{\hbar^2q^2}{2m}+V(\mathbf r).$$

The moire potential makes a ladder of minibands out of each flavour. It does not remove the 450 meV between the ladders' starting points.

**Q.** How high is the top miniband, compared with 450 meV?

**A.** Use $V_0=15$ meV and $\psi=20$ degrees. At the centre $\gamma$ of the moire zone, the wave with $q=0$ is coupled with strength $V_0$ to six waves with $q=b$. These lie lower by $\hbar^2b^2/2m=80.9$ meV. Second-order perturbation theory raises the top level by

$$\frac{6V_0^2}{\hbar^2b^2/2m}=\frac{6\times15^2}{80.9}=16.7\ \text{meV}.$$

Diagonalizing the complete lattice problem, with all 576 crystal momenta that the moire potential can connect, gives 18.4 meV. This calculation never separates the valleys by hand. Because 24 is divisible by 3, K and K' both fold onto $\gamma$, so every candidate flavour is present there.

Over the four points $\gamma$, $\kappa$, $\kappa'$ (the two kinds of moire zone corner) and $m$ (an edge midpoint), the top band runs from 11.0 to 18.4 meV. Its width is $W=7.4$ meV. At these points the next band reaches $-26.1$ meV, leaving a gap of $11.0+26.1=37.1$ meV. A separate one-valley calculation with the parabolic $H$, on a 12 by 12 mesh, gives a width of 6.8 meV and a gap of 37.8 meV, so the gap is not an artefact of looking at four points. With the lattice dispersion the second band peaks slightly away from them, at $-26.0$ meV, which lowers the gap to 37.0 meV.

Counting the levels of both spins above the middle of the gap gives two at each of the four points. Setting $D=0$, with the upper mass held fixed, gives four. Your count is thus right for a layer without spin-orbit splitting, and wrong by a factor of two for this one.

**Q.** Then what density should I use?

**A.** A miniband has one state per flavour for each allowed moire momentum, and there are as many allowed momenta as moire cells. Two flavours therefore give

$$n_{\rm full}=\frac{2}{A_M},\qquad A_M=\frac{\sqrt3}{2}a_M^2=53.67\ \text{nm}^2.$$

Since $1\ \text{nm}^{-2}=10^{14}\ \text{cm}^{-2}$, this is $3.73\times10^{12}$ cm$^{-2}$. The fourfold count would give $7.45\times10^{12}$ cm$^{-2}$. One hole per cell, $1.86\times10^{12}$ cm$^{-2}$, is half filling of the top band, not quarter filling.

**Q.** Perhaps the missing two flavours are simply the next miniband. Then four holes per cell would fill all four flavours after all.

**A.** No. The next miniband consists of K-up and K'-down again, with a different envelope wave. For the parameters used here it also overlaps in energy with the third miniband, so even without interactions four holes per cell would partly occupy both instead of filling the second. The lower spin pair starts much further down. Applying the second-order estimate with its mass of 0.458 puts its top near $-450+19=-431$ meV. At $\gamma$, spin up alone has 19 levels within 400 meV of its highest one, and by this estimate they all belong to valley K. An additional hole finds many orbital states of the two upper flavours before it reaches the other two.

Temperature does not change this. At 300 K, $k_BT=25.9$ meV, and the Boltzmann factor for an energy $D$ is $e^{-450/25.9}\approx3\times10^{-8}$. The same $k_BT$ exceeds $W$ and is comparable with the moire gap, so at room temperature the minibands are thermally blurred while the flavour count survives. At 4 K, $k_BT=0.34$ meV, and the minibands are resolved on the thermal scale as well.

**Q.** Are K-up and K'-down degenerate at every moire momentum?

**A.** Not in general. Time reversal gives

$$E_\uparrow(\mathbf k)=E_\downarrow(-\mathbf k),$$

which compares opposite momenta. At $\gamma$ and $m$, $\mathbf k$ and $-\mathbf k$ are equivalent, and the two levels coincide. At $\kappa$ the lattice calculation gives 12.4 meV for spin up and 11.0 meV for spin down. At $\kappa'$ the values are interchanged.

The difference of 1.4 meV comes from warping. In the parabolic one-valley problem, $H$ is real in position space, so complex conjugation maps a state at $\mathbf k$ to one at $-\mathbf k$ with the same energy and the same flavour. The two flavours then coincide everywhere. The cubic term is odd in $\mathbf q$ and removes that extra symmetry. "Two flavours" means two states per moire momentum in one band group, not two equal energies at each momentum.

**Q.** What about disorder on the atomic scale? It can transfer a large momentum. Would it split the pair?

**A.** Compare two cases at $\gamma$. First let $D=0$, so that K-up and K'-up are degenerate. Put a potential $U_0$ on one lattice site per moire cell, at a maximum of $V$. If both valley states have density $\rho$ on that site, normalized to one per cell, first-order perturbation theory gives the matrix

$$U_0\rho\begin{pmatrix}1&e^{i\alpha}\\e^{-i\alpha}&1\end{pmatrix},$$

where $\alpha$ is their relative phase. Its eigenvalues are $0$ and $2U_0\rho$, so the valleys split.

To estimate $\rho$, expand $V$ about its maximum. The linear terms cancel because $\sum\mathbf b_j=0$, and $\sum(\mathbf b_j\cdot\mathbf r)^2=\tfrac32b^2r^2$, so

$$V\simeq6V_0\cos\psi-\tfrac32V_0b^2\cos\psi\,r^2.$$

For a hole, whose energy is counted downwards, this is a harmonic well. Inserting the wave $e^{-r^2/2l^2}$ and requiring the $r^2$ terms to cancel gives

$$l^4=\frac{\hbar^2/2m}{\tfrac32V_0b^2\cos\psi},\qquad l=1.52\ \text{nm}.$$

The peak density is $1/(\pi l^2)$ per area. One site occupies $A_M/576$, so $\rho\simeq53.67/(576\,\pi\,1.518^2)=0.0129$. For $U_0=300$ meV the estimated splitting is $2\times300\times0.0129=7.7$ meV. The lattice calculation gives 6.8 meV. The agreement is closer than the estimate deserves, because two errors partly cancel: the harmonic orbital is too compact, which makes $\rho$ too large, while a site potential of 300 meV is strong enough for higher orders to add to the first-order splitting. With the smooth potential alone, the splitting is zero within rounding error.

Now restore $D=450$ meV. The degenerate partner of K-up is K'-down, and a spin-independent potential has no matrix element between opposite spins. The spatial waves of the two states are complex conjugates of each other, so their densities are equal and the potential shifts both by the same energy. The pair stays together.

**Q.** That uses conserved spin. Rashba coupling flips spins, so does the protection disappear?

**A.** At $\gamma$ the protection needs only time reversal. Its operator $T$ is antiunitary and satisfies $T^2=-1$ for one spin-half particle. Suppose that a state and its time-reversed partner were the same state, $T\chi=c\chi$. Applying $T$ again gives $T^2\chi=c^*T\chi=|c|^2\chi$, which cannot equal $-\chi$. The partner is therefore a different state of the same energy.

The calculation with the 300 meV site potential and a Rashba hopping of 20 meV together shows no splitting at $\gamma$ beyond rounding error. The Rashba term moves both levels up by 0.04 meV, because it couples each only weakly to states of the opposite spin in the same valley. The coupling vanishes at K itself and grows linearly in $q$, so the main partner is an excited envelope state about 520 meV below, somewhat more than $D$. Away from momenta equivalent to their opposites, time reversal still pairs $\mathbf k$ with $-\mathbf k$.

**Q.** With two flavours left, may I call them spin up and spin down and treat them as an ordinary spin?

**A.** For counting states, yes. For the response to a magnetic field, no. Let the spin Zeeman energy be $h$. Through the spin moment alone, an out-of-plane field adds $+h$ to K-up and $-h$ to K'-down, which splits the pair at $\gamma$ by $2h$. At 10 T, $h=0.579$ meV and $2h=1.16$ meV.

An in-plane field flips the spin but leaves the valley unchanged. It connects K-up with K-down, not with K'-down. In the basis (K-up, K-down),

$$\begin{pmatrix}0&h\\h&-D\end{pmatrix},\qquad
E_+=\frac{-D+\sqrt{D^2+4h^2}}{2}\simeq\frac{h^2}{D}.$$

The state K'-down has the same matrix with K'-up as its partner, and hence the same shift. With $h=0.579$ meV, $h^2/D$ is about $0.0007$ meV. With the smooth moire potential alone and no Rashba coupling, the lattice calculation finds no in-plane splitting at $\gamma$ beyond rounding error. Atomic-scale disorder, which mixes the valleys, can produce a small one. An ordinary free spin would split by $2h$ for either direction.

These figures contain only the spin moment. Real valley states also have an orbital magnetic moment. An out-of-plane field of 10 T moreover puts about 0.13 flux quantum through each moire cell, enough to break the narrow miniband into magnetic levels whose spacing is comparable with $2h$. So 1.16 meV is the spin contribution, not a prediction of the measured out-of-plane splitting.

**Q.** When would four low-energy flavours be a sensible description?

**A.** One case is a small spin-orbit splitting. If the lower pair forms nearly the same miniband, shifted down by $D$, the bands overlap in energy when $D<W$, by about $W-D$. For $D=5$ meV this predicts $7.4-5=2.4$ meV, and the lattice calculation gives 2.5 meV at the four sampled points. The four flavours are then not exactly degenerate, but their energy ranges partly overlap. The conduction band of MoS$_2$, whose splitting at K is only a few meV, can come near this regime.

A second case has two active layers with opposite spin-valley locking and valence maxima that differ in energy by less than $W$. The upper states are K-up and K'-down in one layer, and K-down and K'-up in the other. That makes four, with the layer as the extra label. Spin-conserving tunnelling $w$ at fixed momentum connects K-up in the first layer to K-up in the second, which is $D$ lower. The matrix above applies with $h$ replaced by $w$, giving an upward shift $w^2/D$. For $w=10$ meV that is 0.222 meV. The lattice calculation, with the same moire potential in both layers and uniform tunnelling, gives 0.223 meV and four flavours at $\gamma$.

If two equivalent layers have the same locking, uniform tunnelling connects equal energies and produces levels at $\pm w$. Each resulting band has two flavours. The two bands can still overlap if $2w$ is smaller than their width.

A valence maximum at $\Gamma$, by contrast, does not give four flavours. There is one valley, and $B(0)=0$ because $B$ is odd. The count is again two per miniband, but now the label is spin, without a valley attached. If the moire potential has two equivalent maxima per cell, as at $\psi=60$ degrees, the top miniband touches the next one, and two holes per cell no longer fill a separate band.

**Q.** Does the twofold count tell me that one hole per cell gives a half-filled metal?

**A.** No. It counts one-particle states and leaves out the repulsion between holes. For two holes in the same harmonic orbital, the density has the Fourier transform $e^{-q^2l^2/4}$. With the two-dimensional Coulomb interaction $e^2/(2\epsilon_0\epsilon_rq)$,

$$U=\int\!\frac{d^2q}{(2\pi)^2}\,\frac{e^2}{2\epsilon_0\epsilon_rq}\,e^{-q^2l^2/2}
=\frac{e^2}{4\pi\epsilon_0\epsilon_r}\int_0^\infty\!dq\,e^{-q^2l^2/2}
=\frac{e^2}{4\pi\epsilon_0\epsilon_r}\frac{\sqrt{\pi/2}}{l}.$$

For $\epsilon_r=5$ this is 238 meV. It is a rough scale and rather too high, since the real orbital spreads further than the harmonic one and gates add screening. It is still far above $W=7.4$ meV, so band theory alone cannot decide whether the half-filled system is metallic or how its flavours order. It also exceeds the 37 meV gap, so higher minibands may have to be kept in an interacting model. The ratio $U/D=0.53$ is not small either: $D$ is the largest of these energies, but not by a wide margin.

**Q.** How far can I trust the density for my actual bilayer?

**A.** The period near 8 nm, the large valence splitting and holes in WSe2 match the aligned WSe2/WS2 case. The values of $V_0$, $\psi$ and the mass are rough. Changing them alters $W$ and the gap, but the density stays $2/A_M$ as long as the top band is isolated and $D$ remains far above $W$. Isolation is sensitive to $\psi$: for $V_0=15$ meV the gap falls to about 15 meV at 45 degrees and has closed by 60 degrees. The lattice model is meant for the K valleys: it puts $\Gamma$ unrealistically far below them, and so cannot tell you when $\Gamma$ states enter.

Real samples have strain and twist variations, which change the period from place to place. Because $n_{\rm full}\propto a_M^{-2}$, a period 5% larger lowers the full-band density by about 9%. That is a modest correction beside the factor of two from counting four flavours.

## Table of computed values

```
lattice constant 0.328 nm; moire period 7.872 nm
moire cell area 53.67 nm^2; sites per cell 576
upper mass 0.40 m_e; lower mass 0.458 m_e
hbar^2/2m 0.09525 eV nm^2; recoil 80.91 meV
V0 15.0 meV; psi 20 deg
3t+D/2 3.5414 eV; t 1.1055 eV
L 43.30 meV
up-down splitting at K 450.0, at K' -450.0 meV
gamma: up 18.403, down 18.403, next up -60.473, continuum 18.278 meV
kappa: up 12.424, down 10.995, next up -26.782, continuum 11.487 meV
kappa': up 10.995, down 12.424, next up -29.550, continuum 11.487 meV
m: up 12.581, down 12.581, next up -26.116, continuum 12.366 meV
lattice width 7.41, gap 37.11 meV (4 k points)
continuum width 6.79, gap 37.81 meV (12x12 mesh)
midgap energy used for counting -7.56 meV
states per k above gap, D=450 meV: [2, 2, 2, 2]
states per k above gap, D=0: [4, 4, 4, 4]
full-band hole density 3.727e+12 cm^-2
density from fourfold counting 7.453e+12 cm^-2
one hole per cell 1.863e+12 cm^-2
spin-up levels at gamma in top 400 meV: 19
up-down difference at kappa (warping) 1.430 meV
D=5 meV: energy overlap of the two pairs 2.49 meV
D=0 valley splitting, smooth potential 2.1e-11 meV
one-site potential 300 meV; Rashba hop 20 meV
D=0 valley splitting with one-site potential 6.782 meV
locked pair splitting, one-site + Rashba 1.6e-12 meV
Rashba shift of locked pair 0.0404 meV
field 10 T: spin Zeeman energy h 0.5788 meV
pair splitting out of plane 1.1577 meV
pair splitting in plane 8.3e-12 meV
opposite layers, w 10 meV: flavours 4
their shift 0.2232 meV; w^2/D 0.2222 meV
kT at 4 K 0.345 meV; at 300 K 25.85 meV
exp(-D/kT) at 300 K 2.76e-08
orbital length 1.518 nm; relative permittivity 5.0
on-site Coulomb estimate 238 meV; U/D 0.53
```
